# Effective g values of spin 5/2 with large zero-field splitting: test program

```python
# Result under test: effective g values of the Kramers doublets of a spin S = 5/2,
#   H = D[Sz^2 - S(S+1)/3] + E(Sx^2 - Sy^2) + g muB B.S ,  D > 0, g muB B << D.
#   E = 0    : lowest doublet has g_eff = (3g, 3g, g) = (6, 6, 2) for g = 2.
#   E/D = 1/3: middle doublet has g_eff = 15g/7 = 30/7 in every direction.
# g_eff = (doublet splitting)/(muB B). Zeeman energy b = g muB B.
# The splittings come from diagonalizing the full 6x6 matrix in a finite field.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import physical_constants

S = 2.5
G = 2.0
m = np.arange(S, -S - 1, -1)
Sz = np.diag(m).astype(complex)
Sp = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
Sm = Sp.conj().T
Sx = (Sp + Sm) / 2
Sy = (Sp - Sm) / 2j
ONE = np.eye(6)
AXES = np.eye(3)
LOW, MID, TOP = 0, 1, 2


def zero_field(D, E):
    return D * (Sz @ Sz - S * (S + 1) / 3 * ONE) + E * (Sx @ Sx - Sy @ Sy)


def splitting(D, E, b, n, doublet):
    zeeman = b * (n[0] * Sx + n[1] * Sy + n[2] * Sz)
    levels = np.linalg.eigvalsh(zero_field(D, E) + zeeman)
    return levels[2 * doublet + 1] - levels[2 * doublet]


def g_eff(ratio, n, doublet, b=1e-4):
    """Effective g at E/D = ratio, from a weak field b (in units of D)."""
    return G * splitting(1.0, ratio, b, n, doublet) / b


def g_xyz(ratio, doublet):
    return np.array([g_eff(ratio, n, doublet) for n in AXES])


# ---- axial symmetry ----
axial = [g_xyz(0.0, k) for k in (LOW, MID, TOP)]
assert np.allclose(axial[LOW], [3 * G, 3 * G, G], atol=1e-6)
assert np.allclose(axial[MID], [0, 0, 3 * G], atol=1e-6)
assert np.allclose(axial[TOP], [0, 0, 5 * G], atol=1e-6)
levels_axial = np.linalg.eigvalsh(zero_field(1.0, 0.0))[::2]
assert np.allclose(levels_axial, [-8 / 3, -2 / 3, 10 / 3])

theta = np.radians(40.0)
g_tilted = g_eff(0.0, [np.sin(theta), 0, np.cos(theta)], LOW)
g_tilted_formula = np.hypot(G * np.cos(theta), 3 * G * np.sin(theta))
assert abs(g_tilted - g_tilted_formula) < 1e-6

# cubic field correction of the transverse splitting
b_test = 0.02
loss = 1 - splitting(1.0, 0.0, b_test, AXES[0], LOW) / (3 * b_test)
loss_formula = b_test**2 / 2
assert abs(loss / loss_formula - 1) < 0.01  # next order is relative b^2

# small rhombicity separates g_x and g_y linearly
small = 0.001
g_small = g_xyz(small, LOW)
slope = (g_small[1] - g_small[0]) / (2 * small)
assert abs(slope - 12 * G) < 0.01
assert g_small[0] < 3 * G < g_small[1]

# ---- maximal rhombicity E/D = 1/3 ----
H0 = zero_field(1.0, 1 / 3)
assert np.allclose(H0, 2 / 3 * (Sz @ Sz - Sy @ Sy))
R = expm(-1j * np.pi / 2 * Sx)
assert np.allclose(R @ H0 @ R.conj().T, -H0)
energies, states = np.linalg.eigh(H0)
levels_rhombic = energies[::2]
top_formula = 4 * np.sqrt(7) / 3
assert np.allclose(energies, np.repeat([-top_formula, 0, top_formula], 2))
P_mid = states[:, 2:4] @ states[:, 2:4].conj().T
assert np.allclose(R @ P_mid @ R.conj().T, P_mid)

# zero-energy pair with the quantization axis along the old x axis:
# new axes (X, Y, Z) = (old y, old z, old x)
H0_new = 2 / 3 * (Sy @ Sy - Sx @ Sx)
assert np.allclose(H0_new, -(Sp @ Sp + Sm @ Sm) / 3)
psi = np.array([3, 0, 0, 0, -np.sqrt(5), 0]) / np.sqrt(14)
partner = psi[::-1]
assert np.allclose(H0_new @ psi, 0) and np.allclose(H0_new @ partner, 0)
mean_SZ = (psi @ Sz @ psi).real
raise_element = (psi @ Sp @ partner).real
lower_element = (psi @ Sm @ partner).real
assert abs(mean_SZ - 15 / 14) < 1e-12
assert abs(raise_element + 15 / 7) < 1e-12 and abs(lower_element) < 1e-12

rhombic = [g_xyz(1 / 3, k) for k in (LOW, MID, TOP)]
assert np.allclose(rhombic[MID], 30 / 7, atol=1e-6)
rng = np.random.default_rng(1)
directions = rng.normal(size=(200, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
g_random = np.array([g_eff(1 / 3, n, MID) for n in directions])
assert np.max(np.abs(g_random - 30 / 7)) < 1e-6
g_big = G * (18 / 7 + 6 / np.sqrt(7))
g_little = G * (18 / 7 - 6 / np.sqrt(7))
assert np.allclose(rhombic[TOP], [3 * G / 7, g_little, g_big], atol=1e-6)
assert np.allclose(rhombic[LOW], [3 * G / 7, g_big, g_little], atol=1e-6)
g_quarter = g_xyz(0.25, MID)
assert np.ptp(g_quarter) > 0.1  # isotropy is lost away from 1/3

# ---- worked example: resonance fields ----
D_GHz = 300.0
nu_GHz = 9.5
muB = physical_constants["Bohr magneton in Hz/T"][0] * 1e-12  # GHz per mT


def resonance_field(ratio, n, doublet):
    def mismatch(B):
        return splitting(D_GHz, ratio * D_GHz, G * muB * B, n, doublet) - nu_GHz
    return brentq(mismatch, 1.0, 500.0, xtol=1e-10)


cases = [("E/D=0, lowest, B along x", 0.0, 0, LOW, 3 * G),
         ("E/D=0, lowest, B along z", 0.0, 2, LOW, G),
         ("E/D=1/3, middle, B along x", 1 / 3, 0, MID, 15 * G / 7),
         ("E/D=1/3, middle, B along y", 1 / 3, 1, MID, 15 * G / 7),
         ("E/D=1/3, middle, B along z", 1 / 3, 2, MID, 15 * G / 7)]


def show(label, values, digits=4):
    print(label, " ".join(f"{v + 0.0:.{digits}f}" for v in values))


print(f"input g = {G:.1f}, D/h = {D_GHz:.1f} GHz, frequency = {nu_GHz:.1f} GHz")
print(f"Bohr magneton / h = {muB:.7f} GHz/mT")
show("axial zero-field levels (GHz):", levels_axial * D_GHz, 1)
for name, row in zip(("lowest", "middle", "upper"), axial):
    show(f"E/D=0 {name} doublet g_x g_y g_z:", np.round(row, 5))
print(f"E/D=0 lowest doublet, 40 deg from z: g_eff = {g_tilted:.4f}")
print(f"relative loss of splitting at b/D = {b_test}: {loss:.4e}")
print(f"the same from b^2/(2 D^2): {loss_formula:.4e}")
show(f"E/D={small} lowest doublet g_x g_y g_z:", g_small)
print(f"slope (g_y - g_x)/(2 E/D) = {slope:.3f}")
show("E/D=1/3 zero-field levels (GHz):", np.round(levels_rhombic * D_GHz, 6), 1)
print(f"middle doublet <psi|S_Z|psi> = {mean_SZ:.6f}")
print(f"middle doublet <psi|S_+|psi'> = {raise_element:.6f}")
for name, row in zip(("lowest", "middle", "upper"), rhombic):
    show(f"E/D=1/3 {name} doublet g_x g_y g_z:", row)
print(f"30/7 = {30 / 7:.6f}")
print(f"random directions: {len(g_random)}, "
      f"g_eff from {g_random.min():.6f} to {g_random.max():.6f}")
show("E/D=0.25 middle doublet g_x g_y g_z:", g_quarter)
for name, ratio, axis, doublet, g_first in cases:
    B_full = resonance_field(ratio, AXES[axis], doublet)
    B_first = nu_GHz / (g_first * muB)
    assert abs(B_full / B_first - 1) < 1e-3  # corrections are of order (b/D)^2
    print(f"{name}: weak-field {B_first:.3f} mT, full {B_full:.3f} mT, "
          f"apparent g {nu_GHz / (muB * B_full):.5f}")
print("no test failed")
```

Running it gives:

```
input g = 2.0, D/h = 300.0 GHz, frequency = 9.5 GHz
Bohr magneton / h = 0.0139962 GHz/mT
axial zero-field levels (GHz): -800.0 -200.0 1000.0
E/D=0 lowest doublet g_x g_y g_z: 6.0000 6.0000 2.0000
E/D=0 middle doublet g_x g_y g_z: 0.0000 0.0000 6.0000
E/D=0 upper doublet g_x g_y g_z: 0.0000 0.0000 10.0000
E/D=0 lowest doublet, 40 deg from z: g_eff = 4.1499
relative loss of splitting at b/D = 0.02: 1.9994e-04
the same from b^2/(2 D^2): 2.0000e-04
E/D=0.001 lowest doublet g_x g_y g_z: 5.9760 6.0240 2.0000
slope (g_y - g_x)/(2 E/D) = 24.000
E/D=1/3 zero-field levels (GHz): -1058.3 0.0 1058.3
middle doublet <psi|S_Z|psi> = 1.071429
middle doublet <psi|S_+|psi'> = -2.142857
E/D=1/3 lowest doublet g_x g_y g_z: 0.8571 9.6784 0.6073
E/D=1/3 middle doublet g_x g_y g_z: 4.2857 4.2857 4.2857
E/D=1/3 upper doublet g_x g_y g_z: 0.8571 0.6073 9.6784
30/7 = 4.285714
random directions: 200, g_eff from 4.285714 to 4.285714
E/D=0.25 middle doublet g_x g_y g_z: 4.0816 3.7628 4.7607
E/D=0, lowest, B along x: weak-field 113.126 mT, full 113.132 mT, apparent g 5.99967
E/D=0, lowest, B along z: weak-field 339.377 mT, full 339.377 mT, apparent g 2.00000
E/D=1/3, middle, B along x: weak-field 158.376 mT, full 158.381 mT, apparent g 4.28557
E/D=1/3, middle, B along y: weak-field 158.376 mT, full 158.379 mT, apparent g 4.28563
E/D=1/3, middle, B along z: weak-field 158.376 mT, full 158.379 mT, apparent g 4.28563
no test failed
```
